# Two-terminal resistance of a square Hall plate by duality: a program that tests the result

```python
"""Two-terminal resistance of a uniform isotropic Hall square.

Result under test: R = s = sqrt(rho_xx**2 + rho_xy**2) for a square sheet with
ideal electrodes on x = 0 and x = L and insulated sides y = 0 and y = L.
Local law: E = rho J, rho = [[rho_xx, rho_xy], [-rho_xy, rho_xx]], with J the
current per width. theta = atan(rho_xy/rho_xx) is the Hall angle.
The resistance is found by finite elements from div J = 0, curl E = 0 and the
boundary conditions alone; the formula for s is never used in the solver.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve
from scipy.constants import e, hbar, k, m_e

GRADING = 5  # power with which mesh lines crowd towards the sides


def line_matrices(length, n):
    """Mesh and 1D linear-element matrices: stiffness, mass, mixed."""
    t = np.linspace(0, 1, n + 1)
    x = length * t**GRADING / (t**GRADING + (1 - t)**GRADING)
    h = np.diff(x)
    cell = np.arange(n)

    def assemble(local):
        total = sp.csr_matrix((n + 1, n + 1))
        for a in range(2):
            for b in range(2):
                data = local[a][b] * np.ones(n)
                total = total + sp.csr_matrix(
                    (data, (cell + a, cell + b)), shape=(n + 1, n + 1))
        return total

    stiff = assemble([[1 / h, -1 / h], [-1 / h, 1 / h]])
    mass = assemble([[h / 3, h / 6], [h / 6, h / 3]])
    mixed = assemble([[-0.5, -0.5], [0.5, 0.5]])  # integral of N_i' N_j
    return x, h, stiff, mass, mixed


def solve_sheet(rho, length=1.0, width=1.0, contact=0.0, n=121):
    """Return R and cell-centre fields for 1 V across the electrodes.

    contact is the electrode resistance times width, in ohm times mesh length.
    """
    sigma = np.linalg.inv(rho)
    x, hx, kx, mx, dx = line_matrices(length, n)
    y, hy, ky, my, dy = line_matrices(width, n)
    a = (sigma[0, 0] * sp.kron(kx, my) + sigma[1, 1] * sp.kron(mx, ky)
         + sigma[0, 1] * sp.kron(dx, dy.T)
         + sigma[1, 0] * sp.kron(dx.T, dy)).tocsr()
    size = (n + 1)**2
    phi = np.zeros(size)
    if contact == 0:
        phi[:n + 1] = 1.0
        free = np.arange(n + 1, size - n - 1)
        rhs = -(a @ phi)[free]
        phi[free] = spsolve(a[free][:, free].tocsc(), rhs)
    else:
        first = np.zeros(n + 1)
        first[0] = 1
        left = sp.kron(sp.diags(first), my) / contact
        right = sp.kron(sp.diags(first[::-1]), my) / contact
        phi = spsolve((a + left + right).tocsc(), left @ np.ones(size))
    phi = phi.reshape(n + 1, n + 1)
    slope_x = np.diff(phi, axis=0)
    slope_y = np.diff(phi, axis=1)
    ex = -(slope_x[:, 1:] + slope_x[:, :-1]) / 2 / hx[:, None]
    ey = -(slope_y[1:, :] + slope_y[:-1, :]) / 2 / hy[None, :]
    jx = sigma[0, 0] * ex + sigma[0, 1] * ey
    jy = sigma[1, 0] * ex + sigma[1, 1] * ey
    current = np.sum(jx * hx[:, None] * hy[None, :]) / length
    centres = (x[1:] + x[:-1]) / 2
    return 1 / current, ex, ey, jx, jy, centres


def hall_tensor(rxx, rxy, ryy=None):
    return np.array([[rxx, rxy], [-rxy, rxx if ryy is None else ryy]])


# ---- tests of the theorem at several Hall angles (rho_xx = 1) ----
print("Finite-element R against s, in units of rho_xx:")
for ratio in (0.5, 1.8, 2.5):
    s_unit = np.hypot(1, ratio)
    r_coarse = solve_sheet(hall_tensor(1, ratio), n=61)[0]
    r_fine = solve_sheet(hall_tensor(1, ratio))[0]
    print(f" rho_xy/rho_xx={ratio}: R={r_coarse:.5f} (61 cells),"
          f" {r_fine:.5f} (121 cells), s={s_unit:.5f}")
    assert abs(r_fine / s_unit - 1) < 5e-3
    assert abs(r_fine - s_unit) < abs(r_coarse - s_unit)

# ---- worked example: AlGaN/GaN electron gas, rough typical values ----
density = 1e13          # cm^-2
mobility = 2000.0       # cm^2/Vs
temperature = 300.0     # K
field = 9.0             # T
side_um = 100.0         # micrometre
drive = 1e-4            # A
contact_mm = 0.3        # ohm mm
mass = 0.22 * m_e
n_si, mu_si = density * 1e4, mobility * 1e-4
rxx = 1 / (n_si * e * mu_si)
rxy = field / (n_si * e)
s = np.hypot(rxx, rxy)
theta = np.arctan2(rxy, rxx)
r_fem, ex, ey, jx, jy, xc = solve_sheet(hall_tensor(rxx, rxy))
assert abs(r_fem / s - 1) < 5e-3

# Local self-duality: the field at (x,y) fixes the current at (y,x).
inner = (xc > 0.15) & (xc < 0.85)
block = np.ix_(inner, inner)
misfit = max(np.abs(ex - s * jx.T)[block].max(),
             np.abs(ey + s * jy.T)[block].max())
assert misfit < 1e-2
mid = len(xc) // 2
angle_j = np.degrees(np.arctan2(jy[mid, mid], jx[mid, mid]))
angle_e = np.degrees(np.arctan2(ey[mid, mid], ex[mid, mid]))
assert abs(angle_j - np.degrees(theta) / 2) < 0.5
assert abs(angle_e + np.degrees(theta) / 2) < 0.5

# Power law of the field at the hot corner (0,0), along the diagonal.
size_e = np.hypot(ex, ey)
near = (xc > 1e-3) & (xc < 3e-2)
slope = np.polyfit(np.log(xc[near]), np.log(np.diag(size_e)[near]), 1)[0]
beta = 2 * theta / np.pi
assert abs(slope + beta) < 0.02

# Rectangles: only the product of the two dual resistances is fixed.
r_long = solve_sheet(hall_tensor(rxx, rxy), length=2.0)[0]
r_short = solve_sheet(hall_tensor(rxx, rxy), width=2.0)[0]
assert abs(r_long * r_short / s**2 - 1) < 1e-2
assert abs(r_long / s - 1) > 0.1

# Without in-plane isotropy the formula must fail.
r_aniso2 = solve_sheet(hall_tensor(rxx, rxy, 2 * rxx))[0]
assert abs(r_aniso2 / s - 1) > 0.03

print(f"Density {density:.1e} cm^-2, mobility {mobility:.0f} cm^2/Vs")
print(f"Temperature {temperature:.0f} K, field {field:.1f} T,"
      f" side {side_um:.0f} um, current {drive * 1e3:.1f} mA")
print(f"mobility times field = {mu_si * field:.3f}")
print(f"rho_xx = {rxx:.2f} ohm, rho_xy = {rxy:.2f} ohm")
print(f"Hall angle = {np.degrees(theta):.2f} deg")
print(f"R from formula = {s:.2f} ohm, finite elements = {r_fem:.2f} ohm")
print(f"R(9 T)/R(0) from formula = {s / rxx:.4f}")
print(f"Local duality, largest misfit = {misfit:.1e} of V/L")
print(f"Centre: current at {angle_j:.2f} deg, field at {angle_e:.2f} deg")
print(f"Corner exponent: fitted {slope:.4f}, predicted {-beta:.4f}")
print(f"Rectangle L/W=2: R = {r_long:.2f} ohm; L/W=1/2: {r_short:.2f} ohm")
print(f"Root of their product = {np.sqrt(r_long * r_short):.2f} ohm")
print(f"Square with rho_yy = 2 rho_xx: R = {r_aniso2:.2f} ohm")

# ---- sizes of neglected effects ----
contact = contact_mm / (side_um * 1e-3)  # ohm for one electrode
r0_contact = solve_sheet(hall_tensor(rxx, 0.0), contact=contact)[0]
assert abs(r0_contact - rxx - 2 * contact) < 1e-3 * rxx
rb_contact = solve_sheet(hall_tensor(rxx, rxy), contact=contact)[0]
mu_seen = np.sqrt((rb_contact / r0_contact)**2 - 1) / field * 1e4
print(f"Contact resistance {contact_mm} ohm mm = {contact:.2f} ohm each")
print(f" R(0) with contacts = {r0_contact:.2f} ohm")
print(f" R(9 T) with contacts = {rb_contact:.2f} ohm,"
      f" rise {rb_contact - r_fem:.2f} ohm")
print(f" mobility inferred without correction = {mu_seen:.0f} cm^2/Vs")

r_length = solve_sheet(hall_tensor(rxx, rxy), length=1.01)[0]
r_aniso5 = solve_sheet(hall_tensor(rxx, rxy, 1.05 * rxx))[0]
print(f"Length 1 % too great: R changes by {100 * (r_length / r_fem - 1):.2f} %")
print(f"rho_yy 5 % above rho_xx: R changes by"
      f" {100 * (r_aniso5 / r_fem - 1):.2f} %")

# Thermal spread of relaxation times, tau proportional to energy**power,
# at fixed density and fixed zero-field mobility.
thermal = k * temperature
fermi = np.pi * hbar**2 * n_si / mass
eta = np.log(np.expm1(fermi / thermal))
u = np.linspace(0, 60, 60001)
weight = u / (4 * np.cosh((u - eta) / 2)**2)
weight /= weight.sum()


def averaged_resistivities(power):
    mu_u = mu_si * u**power / np.sum(weight * u**power)
    bend = 1 + (mu_u * field)**2
    sxx = n_si * e * np.sum(weight * mu_u / bend)
    shall = n_si * e * np.sum(weight * mu_u**2 * field / bend)
    det = sxx**2 + shall**2
    return sxx / det, shall / det


assert np.allclose(averaged_resistivities(0), (rxx, rxy), rtol=1e-8)
rxx_avg, rxy_avg = averaged_resistivities(1)
s_avg = np.hypot(rxx_avg, rxy_avg)
print(f"Fermi energy (0 K) = {fermi / e * 1e3:.1f} meV,"
      f" thermal energy = {thermal / e * 1e3:.2f} meV")
print(f"tau proportional to energy: rho_xx = {rxx_avg:.2f} ohm,"
      f" rho_xy = {rxy_avg:.2f} ohm")
print(f" R = {s_avg:.2f} ohm, change {100 * (s_avg / s - 1):.2f} %")

hot = 400.0
mu_hot = mobility * (temperature / hot)**2
rxx_hot = 1 / (n_si * e * mu_hot * 1e-4)
print(f"At {hot:.0f} K: mobility {mu_hot:.0f} cm^2/Vs,"
      f" rho_xx = {rxx_hot:.2f} ohm, R = {np.hypot(rxx_hot, rxy):.2f} ohm")

landau = hbar * e * field / mass
damping = 2 * np.pi**2 * thermal / landau
print(f"Effective mass {mass / m_e:.2f} m_e,"
      f" Landau splitting = {landau / e * 1e3:.2f} meV")
print(f"Thermal factor of quantum oscillations ="
      f" {damping / np.sinh(damping):.1e}")

mean_field = drive * s / (side_um * 1e-4)  # V/cm
edge = np.minimum(xc, 1 - xc)
away = np.hypot(edge[:, None], edge[None, :]) >= 0.01
peak = size_e[away].max()
print(f"Voltage = {drive * s * 1e3:.2f} mV, mean field ="
      f" {mean_field:.2f} V/cm")
print(f"Largest field {0.01 * side_um:.0f} um or more from a corner ="
      f" {peak * mean_field:.0f} V/cm")
print(f"Dissipated power = {drive**2 * s * 1e6:.2f} uW")
print("success")
```

Running it gives:

```
Finite-element R against s, in units of rho_xx:
 rho_xy/rho_xx=0.5: R=1.11820 (61 cells), 1.11808 (121 cells), s=1.11803
 rho_xy/rho_xx=1.8: R=2.05958 (61 cells), 2.05924 (121 cells), s=2.05913
 rho_xy/rho_xx=2.5: R=2.69302 (61 cells), 2.69269 (121 cells), s=2.69258
Density 1.0e+13 cm^-2, mobility 2000 cm^2/Vs
Temperature 300 K, field 9.0 T, side 100 um, current 0.1 mA
mobility times field = 1.800
rho_xx = 312.08 ohm, rho_xy = 561.74 ohm
Hall angle = 60.95 deg
R from formula = 642.60 ohm, finite elements = 642.64 ohm
R(9 T)/R(0) from formula = 2.0591
Local duality, largest misfit = 7.5e-04 of V/L
Centre: current at 30.48 deg, field at -30.46 deg
Corner exponent: fitted -0.6770, predicted -0.6772
Rectangle L/W=2: R = 969.83 ohm; L/W=1/2: 425.82 ohm
Root of their product = 642.63 ohm
Square with rho_yy = 2 rho_xx: R = 561.60 ohm
Contact resistance 0.3 ohm mm = 3.00 ohm each
 R(0) with contacts = 318.08 ohm
 R(9 T) with contacts = 644.35 ohm, rise 1.71 ohm
 mobility inferred without correction = 1957 cm^2/Vs
Length 1 % too great: R changes by 0.56 %
rho_yy 5 % above rho_xx: R changes by -0.81 %
Fermi energy (0 K) = 108.8 meV, thermal energy = 25.85 meV
tau proportional to energy: rho_xx = 337.68 ohm, rho_xy = 581.31 ohm
 R = 672.27 ohm, change 4.62 %
At 400 K: mobility 1125 cm^2/Vs, rho_xx = 554.80 ohm, R = 789.53 ohm
Effective mass 0.22 m_e, Landau splitting = 4.74 meV
Thermal factor of quantum oscillations = 3.5e-45
Voltage = 64.26 mV, mean field = 6.43 V/cm
Largest field 1 um or more from a corner = 103 V/cm
Dissipated power = 6.43 uW
success
```
